# Zero steady stress in Chason's model of polycrystalline film growth

## Problem

A polycrystalline film consists of columnar grains of in-plane size $L$ and thickens at speed $R$. Two mechanisms set the stress of each new atomic layer. When neighbouring grains close the gap between them, the layer is left under tension. While its boundary edge is still exposed at the surface, adatoms enter the boundary and push the layer towards compression. Chason's model describes this competition.

Tensile stress is counted positive. Take the following as given.

- Closure leaves each layer at the equal-biaxial stress $\sigma_T>0$.
- An adatom on the growing surface has a chemical potential higher by $\delta\mu>0$ than an atom in an unstressed boundary.
- The fraction of surface sites holding a mobile adatom is $C_s$. The mobility for entry into the boundary is expressed as an effective diffusivity $D$, so $D/R$ is a length.
- The biaxial modulus is $M$, the atomic volume is $\Omega=a^3$, and the layer height is $a$.
- Growth is steady: the top of the boundary rises at speed $R$, and $L$, $C_s$ and $\delta\mu$ are constant. Layers relax independently, and the entry rate is linear in its driving force.

Find the ratio $D/R$ at which newly added material is free of stress. Evaluate it for an evaporated nickel film near room temperature, with these rough or assumed values: $L=100$ nm, $R=0.1$ nm/s, $\sigma_T=0.4$ GPa, $\delta\mu=13.6$ meV, $M=290$ GPa, $\Omega=0.0109$ nm³, $T=300$ K and $C_s=10^{-4}$.

## First estimate by scaling

Divide the layer into rows of cross-section $a\times a$ that run across the grain, each ending at a boundary site. One extra atom in a row changes the strain by $a/L$ and the stress by $Ma/L$. Removing a stress of size $\sigma$ therefore takes about $\sigma L/(Ma)$ atoms per row.

Adatoms attempt to enter a boundary site from two sides, at a total rate of about $2C_sD/a^2$. The stress biases this traffic by a fraction of about $\sigma\Omega/(k_BT)$. The time available is the time $a/R$ for which the layer is on top. Equating atoms supplied to atoms needed gives

$$
\frac{2C_sD}{a^2}\,\frac{\sigma\Omega}{k_BT}\,\frac{a}{R}\sim\frac{\sigma L}{Ma}.
$$

The stress cancels, and

$$
\frac{D}{R}\sim\frac{L}{\beta},\qquad \beta=\frac{2C_sM\Omega}{k_BT}.
$$

For the nickel film $M\Omega/(k_BT)=763.2$, so $\beta=2\times10^{-4}\times763.2=0.1526$ and $D/R\sim100/0.1526\approx655$ nm. The estimate cannot say how the answer depends on $\sigma_T$ and $\delta\mu$.

## Exact solution of the model

**Stress and inserted atoms.** Let $N$ be the mean number of atoms inserted per row, equal for both in-plane directions. The elastic strain is $\varepsilon=\sigma_T/M-Na/L$, so

$$
\sigma=M\varepsilon=\sigma_T-\frac{MNa}{L}.
$$

**Energy released per atom.** Two equal in-plane strains give the energy density $2\times\tfrac12\sigma\varepsilon=M\varepsilon^2$. One grain layer has volume $L^2a$ and energy $E=M\varepsilon^2L^2a$. It contains $L/a$ rows in each of two directions, hence $n=2NL/a$ inserted atoms. Therefore

$$
-\frac{dE}{dn}=-\frac{dE/dN}{dn/dN}
=\frac{2M\varepsilon L^2a\,(a/L)}{2L/a}=\sigma a^3=\sigma\Omega .
$$

Tension favours insertion. The total driving force is

$$
\Delta\mu=\delta\mu+\sigma\Omega=(\sigma-\sigma_C)\Omega,\qquad
\sigma_C=-\frac{\delta\mu}{\Omega}<0 .
$$

Insertion stops at the compressive stress $\sigma_C$, which is $-0.20$ GPa here.

**Entry rate.** On a square lattice of spacing $a$, an adatom hops in one given direction at the rate $D/a^2$. With two feeding sides the inward rate is $2C_sD/a^2$. If the outward rate is smaller by the factor $e^{-\Delta\mu/k_BT}$, the net rate is

$$
\frac{dN}{dt}=\frac{2C_sD}{a^2}\left(1-e^{-\Delta\mu/k_BT}\right)
\approx\frac{2C_sD}{a^2}\,\frac{\Delta\mu}{k_BT}.
$$

The last form is the linear law assumed in the problem. A different count of entry paths would replace the factor 2 in $\beta$ and change nothing else.

**Relaxation.** Differentiating $\sigma$ and inserting the linear law gives

$$
\frac{d\sigma}{dt}=-\frac{Ma}{L}\frac{dN}{dt}
=-\frac{Ma}{L}\,\frac{2C_sD}{a^2}\,\frac{(\sigma-\sigma_C)\Omega}{k_BT}
=-\frac{\sigma-\sigma_C}{\tau},\qquad \frac1\tau=\frac{\beta D}{aL}.
$$

The layer starts at $\sigma_T$ and relaxes for a time $a/R$ before the next layer covers it. Since $(a/R)/\tau=\beta D/(LR)$, it is buried with the stress

$$
\sigma_{ss}=\sigma_C+(\sigma_T-\sigma_C)\,e^{-\beta D/(LR)} .
$$

**Cancellation.** Setting $\sigma_{ss}=0$ gives $e^{\beta D/(LR)}=(\sigma_T-\sigma_C)/(-\sigma_C)=1+\sigma_T/|\sigma_C|$, and hence

$$
\boxed{\frac{D}{R}=\frac{L}{\beta}\ln\!\left(1+\frac{\sigma_T}{|\sigma_C|}\right)}
$$

Because $\sigma_{ss}$ falls monotonically with $D/R$, this root is unique. Smaller ratios give tension and larger ones compression.

**Numbers.** The stress ratio is $q=\sigma_T/|\sigma_C|=2$ and $\ln3=1.099$, so

$$
\frac{D}{R}=\frac{100\ \text{nm}\times1.099}{0.1526}\approx720\ \text{nm}=0.72\ \mu\text{m}.
$$

At $R=0.1$ nm/s this requires $D\approx72$ nm²/s. The exposure time is 2.2 s and the relaxation time 2.0 s. Balance takes $N=\sigma_TL/(Ma)=0.62$ atoms per row, which is a mean over many rows: a single row gains or loses only whole atoms. Halving $D/R$ gives $+0.15$ GPa, and doubling it gives $-0.13$ GPa.

## Comparison of the two

The scaling estimate is 9% below the exact solution of the model. The missing factor is $\ln(1+q)$, which equals one at $q=e-1\approx1.72$. The example has $q=2$, so the agreement reflects the chosen stresses. Two limits show where the estimate fails.

- For $q\ll1$, $\ln(1+q)\approx q$ and $D/R\approx L\sigma_T/(\beta|\sigma_C|)$. Little tension has to be removed, and the estimate is too large by the factor $1/q$.
- For $q\gg1$, the required ratio grows as $\ln q$. It diverges as $\sigma_C\to0$, because the layer then relaxes towards zero stress without crossing it. At $\sigma_C=0$ there is no cancellation at any finite $D/R$.

**Grain size.** At fixed $\sigma_T$ and $\sigma_C$ both results are proportional to $L$. However, closure stress may itself depend on grain size. Closing the boundaries of a square grain of height $h$ costs elastic energy $\sigma^2L^2h/M$. Each grain owns two boundary faces, so the gain is $2Lh\,\Delta\gamma$, where $\Delta\gamma$ is two surface energies less one boundary energy. Closure can pay for itself only if

$$
\sigma_T\le\sqrt{2M\Delta\gamma/L}.
$$

With a rough $\Delta\gamma=3$ J/m² the bound is 4.2 GPa, ten times the stress used here, so it does not fix $\sigma_T$. If $\sigma_T$ nevertheless follows the same $L^{-1/2}$ law at fixed $\sigma_C$, then $dq/d\ln L=-q/2$ and

$$
\frac{d\ln(D/R)}{d\ln L}=1+\frac{1}{(1+q)\ln(1+q)}\frac{dq}{d\ln L}
=1-\frac{q}{2(1+q)\ln(1+q)} .
$$

This exponent runs from $1/2$ at small $q$ to $1$ at large $q$, and is 0.70 at $q=2$.

## How far the linear law can be trusted

Define $x=(\sigma-\sigma_C)\Omega/(k_BT)$. It falls from $x_0=1.58$ at closure to $x_c=0.53$ at zero stress, so the driving force is not small. With $s=\beta Dt/(aL)$ and a general net rate $f(x)$ in place of $x$, the relaxation equation is $dx/ds=-f(x)$.

If the driving force acts on the outward rate alone, $f=1-e^{-x}$. Integration gives

$$
s=\int_{x_c}^{x_0}\frac{e^x\,dx}{e^x-1}=\ln\frac{e^{x_0}-1}{e^{x_c}-1},
$$

and this replaces $\ln(1+q)$. The critical ratio becomes 1120 nm, 56% above the linear result.

If the driving force is shared equally between inward and outward hops, $f=e^{x/2}-e^{-x/2}=2\sinh(x/2)$, and

$$
s=\int_{x_c}^{x_0}\frac{dx}{2\sinh(x/2)}=\ln\frac{\tanh(x_0/4)}{\tanh(x_c/4)} .
$$

The ratio is then 690 nm, 4% below the linear result. Both expressions return to $\ln(x_0/x_c)=\ln(1+q)$ for small $x$. At these stresses the difference between the two nonlinear laws, 690 against 1120 nm, is much larger than the 9% error of the scaling estimate.

## The nickel film and the neglected effects

The stresses, grain size and growth speed are rough values meant for evaporated nickel. The coverage $C_s$ is an assumption. At fixed $\delta\mu$, an error in it passes inversely into $D/R$ and leaves $\beta D/R=110$ nm unchanged. In a dilute adatom gas, however, $\delta\mu$ contains the term $k_BT\ln C_s$, so the two quantities are linked. Doubling $C_s$ then raises $\delta\mu$ by 18 meV and lowers the critical ratio to 204 nm, instead of 360 nm at fixed $\delta\mu$. These are linear-law values. With the raised $\delta\mu$, $x_0=2.3$, and the two nonlinear laws give 424 nm (outward rate alone) and 181 nm (shared). In the same picture, the chosen pair places an adatom only $\delta\mu-k_BT\ln C_s=0.25$ eV above a boundary atom, before the entropy of dilution is counted. This is far below what an atomistic model gives for nickel: a second-moment tight-binding potential puts a terrace adatom about 0.8 eV on (100) and 1.0 eV on (111) above a bulk atom. With such energies, $C_s=10^{-4}$ would mean $\delta\mu\approx0.6$ to $0.7$ eV and $\sigma_C\approx-9$ to $-11$ GPa, far outside the linear law, while $\delta\mu=13.6$ meV would mean $C_s\lesssim10^{-14}$. The example therefore illustrates the model and does not predict the ratio for a real nickel film. $D$ describes entry into the boundary and should not be replaced by the diffusivity on a flat terrace. The other corrections below use the linear law, each with the remaining parameters held fixed.

- **Texture.** Rough cubic constants $C_{11},C_{12},C_{44}=250,150,125$ GPa, with a traction-free surface, give $M=220$ GPa for (100) and 393 GPa for (111) films. The critical ratios are 950 and 530 nm.
- **Early growth.** Let island profiles be circles of radius $r=L/2+Rt$. They meet at height $h=\sqrt{r^2-L^2/4}$, which rises at $Rr/h>R$. Early layers are exposed for less time and stay more tensile. Integrating the layer stress numerically up to 500 nm gives a mean of $+28$ MPa at the critical ratio. Zero mean stress needs 820 nm, and the newest layers are then compressive.
- **Grain growth.** If grains coarsen from 80 to 100 nm and each boundary holds 0.03 nm of free width, the strain is $0.03\,(1/80-1/100)=7.5\times10^{-5}$. This adds 22 MPa of tension. Offsetting it, with $L=100$ nm kept in the kinetics, needs 795 nm.
- **Temperature.** Write $D=\nu a^2e^{-E/k_BT}$ with an assumed $\nu=10^{13}$ s⁻¹. The required $D$ then implies $E=0.585$ eV. Warming by 20 K multiplies $D$ by 4.1 and takes the film from zero stress to $-0.19$ GPa at the same $R$.

With $C_s$, $M$ and the two stresses $\sigma_T$ and $\sigma_C$ held fixed, the critical ratio changes only through $\beta\propto1/T$ and rises by 7% for these 20 K. The actual $D/R$ rises about fourfold, which produces the compression of $-0.19$ GPa found above. That result requires $\delta\mu$ to stay fixed on warming. In the dilute-gas picture, with $C_s$ and the energy of 0.25 eV held fixed instead, the term $k_BT\ln C_s$ lowers $\delta\mu$ by 16 meV to about $-2$ meV, and the layer is buried at $+0.04$ GPa. A negative $\delta\mu$, however, describes an undersaturated adatom gas: the equilibrium coverage at 320 K is $1.1\times10^{-4}$, above $C_s$, so such a surface cannot feed growth and the premise $\delta\mu>0$ fails. At saturation, $\delta\mu=0$, the layer is buried at only $+0.004$ GPa, and at $C_s=10^{-4}$ it stays tensile only for $\delta\mu<0.4$ meV. The size of the compression after warming therefore depends strongly on how $C_s$ and $\delta\mu$ change. Elastic coupling between neighbouring layers has not been sized. In a real deposition $C_s$ and $\delta\mu$ can also change with $R$ and $T$. The boxed formula can guide the choice of growth speed only where these changes are small or have been included, and where the linear entry law is adequate.

Numbers in the example were calculated in double precision.
